# Adsorbate entropy on a cosine corrugation, compared with the Campbell–Sellers line

## Question

A structureless particle of mass $m$ moves along a surface whose adsorption sites form a square lattice of spacing $a$. Its lateral potential is

$$V(x,y)=\frac W2\left[1-\cos\frac{2\pi x}{a}\right]+\frac W2\left[1-\cos\frac{2\pi y}{a}\right],$$

so $W$ is the barrier between neighbouring sites. Motion normal to the surface is a harmonic vibration of frequency $\omega_z$, the same in every model. Particles do not interact. The coverage $\theta=N/M$ is the number of particles per site, and the gas is ideal at pressure $p=1$ bar.

The model parameters are $m=70000\,m_e$, $kT=0.001$ hartree (316 K), $a=5$ bohr, $W=0.004$ hartree, $\hbar\omega_z=0.0003$ hartree and $\theta=0.01$. Molar entropies are given in units of $R$; a lower-case $s$ denotes $S/R$. Use $\Lambda=\sqrt{2\pi\hbar^2/(mkT)}$ and $w=W/(2kT)$.

(a) Derive the gas entropy, and separate the adsorbate entropy into a configurational part and a part belonging to one site.

(b) Find the lateral entropy for free and for harmonic motion.

(c) Construct the hindered-translator entropy, which joins these two cases, and judge its accuracy.

(d) How do the three models order themselves for high and for low barriers?

(e) Compare them with the empirical Campbell–Sellers line $s_{\rm line}=0.70\,s_{\rm gas}-3.3$. What role does coverage play?

(f) Does the slope 0.70 single out one of the models?

(g) By what factor does replacing harmonic by hindered motion change the adsorption equilibrium and the desorption rate constant?

## Model answers

### (a) Gas and configuration

The gas partition function is $Q=(V/\Lambda^3)^N/N!$. The entropy is $S=k\ln Q+U/T$, with $U=\tfrac32NkT$. Stirling's formula $\ln N!\simeq N\ln N-N$ and $V/N=kT/p$ give

$$s_{\rm gas}=\ln\frac{V}{N\Lambda^3}+1+\frac32=\ln\frac{kT}{p\Lambda^3}+\frac52 .$$

Let $q$ be the partition function of one adsorbed particle per site. All $M$ sites are equivalent, so one particle has $Mq$ and $N$ independent particles have $Q=(Mq)^N/N!$. With mean energy $\varepsilon$ per particle,

$$s=\underbrace{1-\ln\theta}_{\text{configuration}}+\underbrace{\ln q+\frac{\varepsilon}{kT}}_{s_{\rm lat}+s_z}.$$

The last two terms split because $q$ is a product of lateral and normal factors. The configurational term belongs to all three models. A harmonic calculation for one particle in one labelled well omits it, whereas the usual entropy of a two-dimensional gas includes it.

This form permits double occupation and therefore needs $\theta\ll1$. If each site holds at most one particle, the number of arrangements is $M!/[N!(M-N)!]$. Stirling's formula, with $N=\theta M$, then gives

$$c(\theta)=-\ln\theta-\frac{1-\theta}{\theta}\ln(1-\theta).$$

For small $\theta$, $\ln(1-\theta)\simeq-\theta$ restores $1-\ln\theta$.

These are entropies per adsorbed mole. The partial molar configurational entropy in the dilute case is $\partial[N(1-\ln(N/M))]/\partial N=-\ln\theta$, which is lower by 1.

### (b) Free and harmonic motion

**Free.** Each direction has $q=a/\Lambda$ and energy $kT/2$, hence

$$s_{\rm free}=2\ln\frac a\Lambda+1 .$$

Here $\Lambda=0.2996$ bohr, so $s_{\rm free}=2\ln(5/0.2996)+1=6.63$.

**Harmonic.** Near a minimum, $1-\cos\phi\simeq\phi^2/2$, so along $x$

$$V\simeq\frac W4\left(\frac{2\pi x}{a}\right)^2=\frac{\pi^2W}{a^2}x^2=\frac12m\omega^2x^2,
\qquad \omega=\frac{2\pi}{a}\sqrt{\frac{W}{2m}} .$$

With $u=\hbar\omega/kT$, the oscillator has $q_{\rm osc}=e^{-u/2}/(1-e^{-u})$ and $\varepsilon/kT=u/2+u/(e^u-1)$. The zero-point terms cancel in the entropy:

$$s_{\rm osc}(u)=\frac{u}{e^u-1}-\ln(1-e^{-u}),\qquad s_{\rm har}=2s_{\rm osc}(u).$$

The parameters give $\hbar\omega=2.124\times10^{-4}$ hartree, $u=0.212$ and $s_{\rm har}=5.10$. The same function at $\hbar\omega_z/kT=0.3$ gives $s_z=2.21$.

### (c) The hindered translator

The classical partition function of one direction, per site, is

$$q_{\rm cl}=\frac1\Lambda\int_0^a e^{-w[1-\cos(2\pi x/a)]}dx=\frac a\Lambda e^{-w}I_0(w),$$

because $I_0(w)=(2\pi)^{-1}\int_0^{2\pi}e^{w\cos\phi}d\phi$. The classical oscillator has $q=1/u$. The ratio of the two is $f=(a/\Lambda)\,u\,e^{-w}I_0(w)$, in which

$$\frac a\Lambda u=a\sqrt{\frac{mkT}{2\pi\hbar^2}}\;\frac{\hbar}{kT}\,\frac{2\pi}{a}\sqrt{\frac{W}{2m}}=\sqrt{\frac{\pi W}{kT}}=\sqrt{2\pi w}.$$

The hindered translator multiplies the quantum oscillator by this classical correction:

$$q_{\rm hin}=f\,q_{\rm osc},\qquad f=\sqrt{2\pi w}\,e^{-w}I_0(w).$$

When $W\to0$, $u\to0$ and $q_{\rm osc}\to1/u$, so $q_{\rm hin}\to a/\Lambda$, the free value.

The entropy follows from $s=\ln q+T\,d\ln q/dT$. Write $r=I_1(w)/I_0(w)$. Since $I_0'=I_1$ and $T\,dw/dT=-w$,

$$T\frac{d\ln f}{dT}=-w\left(\frac1{2w}-1+r\right)=w(1-r)-\frac12 .$$

Each direction therefore gains

$$\Delta(w)=\ln\!\left[\sqrt{2\pi w}\,e^{-w}I_0(w)\right]+w(1-r)-\frac12,\qquad s_{\rm hin}=s_{\rm har}+2\Delta .$$

At $w=2$, $e^{-w}I_0=0.3085$ and $r=0.6978$, so

$$\Delta=\ln(3.545\times0.3085)+2(0.3022)-0.5=0.0895+0.6045-0.5=0.194 .$$

Hence $s_{\rm hin}=5.10+0.39=5.49$.

This is an interpolation, since quantum mechanics enters through the oscillator alone. The reference is the spectrum of Bloch bands in the same cosine potential, obtained by diagonalization in plane waves. For six barriers from 0.0005 to 0.02 hartree, the two lateral entropies agree within $0.001R$. For a light particle of $2000\,m_e$, with $u=1.26$, they are $2.0576R$ and $2.0582R$. The light particle has $W=4kT$ here, and its close agreement is not typical: the difference between the two entropies changes sign near this barrier, and at $W=kT$ it is $0.018R$ for the same particle. The scan supports the formula for the heavy mass, where $u$ stays below 0.5; no general accuracy for light particles or for $u\gtrsim1$ follows from these comparisons.

### (d) High and low barriers

**High barriers.** The Bessel recurrence $I_1'=I_0-I_1/w$ gives $r'=1-r/w-r^2$. Insert $r=1+c_1/w+c_2/w^2+\dots$. The terms in $1/w$ require $0=-1-2c_1$, so $c_1=-\tfrac12$. Those in $1/w^2$ require $-c_1=-c_1-c_1^2-2c_2$, so $c_2=-\tfrac18$. Then

$$\frac{d\ln f}{dw}=\frac1{2w}-1+r\simeq-\frac1{8w^2}.$$

At infinite $w$ the Boltzmann factor is confined to the parabolic bottom, so $\ln f\to0$. Integration gives $\ln f\simeq1/(8w)$. Also $w(1-r)-\tfrac12\simeq1/(8w)$, and therefore

$$\Delta\simeq\frac1{4w}=\frac{kT}{2W}.$$

The harmonic entropy is slightly too low, because the cosine rises less steeply than its parabola and leaves the particle more room. This law comes from the classical correction, so it requires $W\gg kT$ while $\hbar\omega$ is not large compared with $kT$. Since $u$ grows as $\sqrt W$, it does not describe arbitrarily high barriers at fixed temperature. At $W=40kT$ the band calculation gives 1.04 times this leading term.

**Low barriers.** For small $u$, $s_{\rm osc}\simeq1-\ln u$, which diverges as $W\to0$. It equals the free value per direction when

$$1-\ln u=\ln\frac a\Lambda+\frac12
\;\Rightarrow\;\ln\frac{ua}{\Lambda}=\frac12\ln(2\pi w)=\frac12
\;\Rightarrow\;W=\frac e\pi kT\simeq0.865\,kT .$$

With the quantum oscillator the crossing lies at $0.866kT$ for the present mass. Below it the harmonic entropy exceeds the free one. Classically, no potential in a cell of length $a$ can do this: the momentum distribution is the same in each case, and a uniform position distribution has the largest entropy. The harmonic model evades the bound because its parabola extends beyond the cell.

**Between the limits.** Differentiation gives

$$\frac{d\Delta}{dw}=\frac1{2w}-1+r+(1-r)-wr'=\frac1{2w}-wr' .$$

Numerically, $\Delta$ is zero at $W=0.97kT$ and has its maximum, where $w^2r'=\tfrac12$, at $W=2.67kT$. There it is $0.23R$ per direction, which is the largest amount by which the harmonic model falls short of the hindered one. The example, with $W=4kT$, lies somewhat above this maximum.

In the classical limit the lateral entropies are therefore ordered as follows:

- $W>0.97kT$: free > hindered > harmonic;
- $0.865kT<W<0.97kT$: free > harmonic > hindered;
- $0<W<0.865kT$: harmonic > free > hindered.

### (e) The empirical line and coverage

The gas entropy is $18.71R$ (155.5 J/(mol K)), so

$$s_{\rm line}=0.70(18.71)-3.3=9.80,$$

or 81.4 J/(mol K). At $\theta=0.01$ the configurational term is $1-\ln0.01=5.61$. Adding it and $s_z=2.21$ to each lateral entropy gives:

| Model | Lateral | Total | Total minus line |
|---|---:|---:|---:|
| Free | 6.63 | 14.44 | +4.65 |
| Hindered | 5.49 | 13.30 | +3.51 |
| Harmonic | 5.10 | 12.92 | +3.12 |

All entries are in $R$. Every model lies above the line at this coverage, and would still do so if the partial molar entropy, lower by $1R$, were used.

The bare harmonic entropy, without configuration, is $5.10+2.21=7.31$, which is $2.49R$ *below* the line. Set against the free total, it suggests that the two models enclose the line with a gap of $7.13R$. Of this gap, $5.61R$ is the configurational term missing from one side; the difference in lateral motion is $1.53R$.

The line contains no $\theta$, so one can ask at which coverage each model meets it. For the hindered model with site exclusion, $c(\theta)=9.80-5.49-2.21=2.10$, which gives $\theta=0.285$. The harmonic model requires $c=2.49$ and $\theta=0.20$. For the free gas,

$$\ln\theta=6.629+2.208+1-9.796=0.041,\qquad\theta=1.04 .$$

That is more than one particle per site, where a gas of non-interacting particles is no longer a credible description. The other two coverages are estimates as well, because site exclusion is then the sole interaction retained. All three values refer to entropies per adsorbed mole. With partial molar entropies the configurational term is $-\ln\theta$ for the free gas and $-\ln[\theta/(1-\theta)]$ with site exclusion, and the matching coverages become 0.38 (free), 0.11 (hindered) and 0.08 (harmonic). With no configurational term, the three models lie $0.96R$, $2.10R$ and $2.49R$ below the line.

Agreement of a model with the line can thus be produced or removed by the coverage and the convention chosen for the model. The measured entropies behind the line refer to the coverages and conventions of the underlying experiments, which are not reproduced here. The line is an empirical correlation for real adsorbates, and this structureless particle neither confirms nor refutes it.

### (f) What the slope can tell

**Varying the mass** at fixed potential, $s_{\rm gas}$ contains $-3\ln\Lambda$, so $ds_{\rm gas}/d\ln m=\tfrac32$. In the classical limit the adsorbate also has three momentum integrals, each contributing $\tfrac12\ln m$, while its position integrals do not depend on mass. The slope $ds/ds_{\rm gas}$ is therefore 1 in all three models. The numerical values lie between 0.995 and 0.998.

**Varying the temperature** at fixed $p$ and $\theta$, the gas gives $ds_{\rm gas}/d\ln T=\tfrac52$. Two free directions give 1, and each classical oscillator gives 1. With the normal mode included:

- free: $(1+1)/\tfrac52=0.80$;
- harmonic: $(2+1)/\tfrac52=1.20$;
- hindered: the harmonic 3 is changed by $2T\,d\Delta/dT=-2w\left(\frac1{2w}-wr'\right)=-1+2w^2r'$, so the slope is $(2+2w^2r')/\tfrac52$.

At $w=2$, $r'=1-0.349-0.487=0.164$, and the hindered slope is 1.33. The quantum values are 0.797, 1.194 and 1.320. They are slightly lower because an oscillator's heat capacity is $k(1-u^2/12+\dots)$.

None of these slopes is 0.70. If the normal mode were so stiff that $s_z\simeq0$, the free model would give $1/\tfrac32=0.67$ on varying the mass, which is close. The harmonic and hindered models would give the same classical value (0.66 with quantum levels), since each has the same two lateral momentum integrals. Varying the temperature would then give $1/\tfrac52=0.40$ for the free model. A slope near 0.70 is therefore not evidence for free lateral motion unless one knows what was varied. Between different adsorbates, $W$, $a$, $\omega_z$ and the internal motions may all change.

### (g) Equilibrium and rate

Let $E_b$ be the depth of the potential minimum below the gas. For dilute particles the chemical potentials are $\mu_{\rm ads}=-E_b+kT\ln(\theta/q)$ and $\mu_{\rm gas}=kT\ln(p\Lambda^3/kT)$. Equating them gives

$$\frac\theta p=q\,\frac{\Lambda^3}{kT}\,e^{E_b/kT}.$$

At fixed $E_b$ the coverage is proportional to $q$, and the change of model multiplies it by

$$\frac{q_{\rm hin}}{q_{\rm har}}=f^2=2\pi w\,[e^{-w}I_0(w)]^2=1.20 ,$$

which the band calculation confirms. The entropy difference alone would give $e^{2\Delta}=e^{0.388}=1.47$. This is too large because $\ln q=s_{\rm lat}+s_z-\varepsilon/kT$, and the hindered particle also has the higher mean energy:

$$\frac{\varepsilon_{\rm hin}-\varepsilon_{\rm har}}{kT}=2\left[w(1-r)-\tfrac12\right]=0.209,\qquad 1.474\,e^{-0.209}=1.20 .$$

At equilibrium, adsorption and desorption balance: $k_{\rm ads}p=k_{\rm des}\theta$. If the sticking probability, and hence $k_{\rm ads}$, is the same in both models, then $k_{\rm des}\propto1/q$ and the desorption rate constant falls by the factor 1.20.

The term $1-\ln\theta$ does not appear in $q$, because $\theta$ already stands explicitly in the equilibrium relation. A total adsorbate entropy, such as those compared with the empirical line in part (e), contains a configurational part that depends on the coverage and on whether the entropy is per mole or partial molar. Before such an entropy is used in a rate equation, that part must either be removed or be balanced by using the same standard coverage in the rest of the equation. Both require knowing the coverage and convention to which the entropy refers.

The numerical output lists the full barrier scan and the remaining intermediate values.

## Numbers as computed

```
mass 70000 m_e; kT 0.0010 hartree
temperature 315.8 K
spacing 5.0 bohr; barrier W 0.0040 hartree
normal quantum 0.0003 hartree; coverage 0.01
pressure 3.3989e-09 hartree/bohr^3
thermal wavelength 0.29960 bohr
lateral quantum 2.1241e-04 hartree; u 0.2124; w 2.000
I0(w)exp(-w) 0.30851; I1/I0 0.69777
excess per direction 0.1940 R
gas entropy 18.708 R = 155.5 J/(mol K)
empirical line 9.796 R = 81.4 J/(mol K)
normal vibration 2.208 R; configuration 5.605 R
model: lateral, total, total minus line (R); J/(mol K)
  free: 6.629, 14.442, +4.647; 120.1
  hindered: 5.490, 13.303, +3.507; 110.6
  harmonic: 5.102, 12.915, +3.120; 107.4
coverage at which the model meets the line (per site)
  free: 1.043
  hindered: 0.285
  harmonic: 0.203
bare harmonic, no configuration 7.310 R
bare harmonic minus line -2.486 R
free total minus bare harmonic 7.132 R
  dynamical part 1.527 R
free lateral entropy for the scan 6.6295 R
W (hartree): harmonic, hindered, bands (R, lateral)
  0.0005: 7.1784, 6.5991, 6.5987
  0.0010: 6.4857, 6.5110, 6.5105
  0.0020: 5.7935, 6.2104, 6.2100
  0.0040: 5.1022, 5.4901, 5.4902
  0.0100: 4.1916, 4.3144, 4.3145
  0.0200: 3.5077, 3.5621, 3.5622
light mass 2000 m_e; u 1.257
  hindered 2.0576 R; bands 2.0582 R
W/kT, harmonic = free: 0.8660; e/pi 0.8653
W/kT, harmonic = hindered: 0.9680
W/kT at largest excess 2.669; excess 0.2296 R
high barrier 0.040 hartree; excess/(kT/2W) 1.0401
q ratio hindered/harmonic 1.1960; bands 1.1974
exp(entropy difference/R) 1.4739
slope dS_ads/dS_gas: by mass, by temperature
  free: 0.9975, 0.7970
  harmonic: 0.9950, 1.1940
  hindered: 0.9950, 1.3195
  bands: 0.9949, 1.3193
```
